# The Second-Order KI Correction and Its Formal Correspondence with DFT+U

**Q.** You say that the Koopmans-integral correction, KI, is a kind of DFT+U. I see no Hubbard model in it. What does KI correct?

**A.** The way the energy depends on the occupation of one orbital. Take real, orthonormal spin-orbitals \(\varphi_i\) with densities \(n_i=|\varphi_i|^2\) and occupations \(0\le f_i\le 1\), so that \(\rho=\sum_i f_in_i\). These are the variational orbitals. Hold them fixed and change one \(f_i\). The kinetic and external energies are linear in \(f_i\), so any curvature comes from the Hartree and exchange-correlation energy \(E_{\rm Hxc}\).

With the other electrons' density \(\rho-f_in_i\) held fixed, define

\[
E(s)=E_{\rm Hxc}[\rho-f_in_i+s\,n_i],\qquad 0\le s\le1 .
\]

The functional contains \(E(f_i)\). KI replaces it by the straight line that joins the empty orbital to the full one. The correction to be added is chord minus curve. I drop the index on \(f\):

\[
\Pi_i=(1-f)E(0)+fE(1)-E(f)=E(0)-E(f)+f\,[E(1)-E(0)] .
\]

**Q.** Why a straight line?

**A.** A level is the derivative of the energy with respect to its occupation. If the energy is linear in \(f\), the level does not depend on its own occupation, and it equals the energy difference between the full and the empty orbital. That is the Koopmans condition, for frozen orbitals at this point.

**Q.** The correction needs energies at three densities. Where would a product such as \(f(1-f)\) come from?

**A.** From the gap between a curve and its chord. Expand the two end points about \(f\) to second order:

\[
E(0)\simeq E(f)-fE'(f)+\tfrac12f^2E''(f),
\]
\[
E(1)\simeq E(f)+(1-f)E'(f)+\tfrac12(1-f)^2E''(f).
\]

Multiply the first by \(1-f\), the second by \(f\), and add. The values add up to \(E(f)\), which the last term of \(\Pi_i\) cancels. The slopes give \(-f(1-f)E'+f(1-f)E'=0\). The curvatures remain:

\[
\Pi_i\simeq\tfrac12f(1-f)\,[\,f+(1-f)\,]\,E''(f)=\tfrac12f(1-f)\,E''(f).
\]

The density moves along \(n_i\) at unit rate, so two derivatives with respect to \(s\) bring down two factors of \(n_i\):

\[
E''(s)=\iint n_i(\mathbf r)\,F(\mathbf r,\mathbf r')\,n_i(\mathbf r')\,d\mathbf r\,d\mathbf r'\equiv K_{ii}(s),\qquad
F=\frac{\delta^2E_{\rm Hxc}}{\delta\rho_\sigma(\mathbf r)\,\delta\rho_\sigma(\mathbf r')} .
\]

Here \(\sigma\) is the spin of orbital \(i\), and \(F\) is taken at the density that belongs to \(s\). Hence

\[
\boxed{\;\Pi_i^{(2)}=\tfrac12f_i(1-f_i)\,K_{ii}\;}
\]

The factor \(K_{ii}\) is the orbital's self-element of the kernel. When it is positive at every filling, the curve is convex, the chord lies above it, and the correction is positive.

**Q.** A whole electron is not a small change of density. Why should I trust a Taylor series from \(f\) to the ends?

**A.** You need not, because the remainder can be written in closed form. Weight the curvature with \(s(1-f)\) below \(f\) and with \(f(1-s)\) above it, and integrate each part by parts:

\[
\int_0^f s(1-f)E''\,ds=(1-f)\,[\,fE'(f)-E(f)+E(0)\,],
\]
\[
\int_f^1 f(1-s)E''\,ds=f\,[-(1-f)E'(f)+E(1)-E(f)\,].
\]

In the sum the slopes cancel and the rest is \(\Pi_i\). Therefore

\[
\Pi_i=\int_0^1G(f,s)\,K_{ii}(s)\,ds,\qquad G=\min(f,s)\,[1-\max(f,s)] .
\]

The weight is never negative, and its area is

\[
\tfrac12(1-f)f^2+\tfrac12f(1-f)^2=\tfrac12f(1-f).
\]

The unscreened correction is thus \(\tfrac12f(1-f)\) times a weighted mean of \(K_{ii}(s)\). The second-order formula puts one value in place of that mean. The Hartree energy is quadratic in the density, so its part of \(K_{ii}\) is constant and causes no error. The error comes from the change of the exchange-correlation kernel as the orbital fills.

**Q.** Show me how large that error is in a molecule.

**A.** Take planar C2H4 with chosen bond lengths of 1.34 Å (CC) and 1.09 Å (CH) and an HCC angle of 121.5°. I use the local spin-density approximation, with Slater exchange and Perdew–Wang correlation, in the 6-31G* basis with spherical d functions (36 functions). The digits below belong to this basis and are not basis-converged: in def2-TZVP the self-elements \(K\) of \(\pi\) and \(\pi^*\) fall by 0.012 and 0.033 hartree. The \(\pi\) and \(\pi^*\) orbitals are the highest occupied and lowest empty Kohn–Sham orbitals. For the full \(\pi\) orbital the Hartree part of \(K\) is 0.4610 hartree and the exchange-correlation part is −0.0473 hartree, so

\[
K_{\pi\pi}=0.4610-0.0473\simeq0.4136\ \text{hartree},
\]

where the last digit reflects rounding of the parts. With the orbital half full, \(K_{\pi\pi}=0.4055\) hartree, and the formula gives \(\tfrac18\times0.4055=0.0507\) hartree. The three energies in the definition give 0.0506 hartree. At \(f=0.25\) the two results are 0.0374 and 0.0378 hartree, and at \(f=0.75\) they are 0.0384 and 0.0381 hartree.

**Q.** You chose a smooth case. Does the kernel ever vary strongly?

**A.** It does for a localised CH bond orbital. I obtained it by a Foster–Boys localisation of the five valence \(\sigma\) orbitals, which gives four CH orbitals and one CC orbital. Its self-element is 0.5875 hartree when full, 0.5480 when half full and 0.1440 when empty. The last value comes from a grid of about 20,000 points and is the least stable of the three. It lies between 0.1435 and 0.1444 on grids of up to 180,000 points, and it is 0.165 hartree in def2-TZVP, where the other two change by less than 0.001. The Hartree part stays at 0.6891 hartree, so the exchange-correlation part goes from −0.1016 to \(0.1440-0.6891=-0.5451\) hartree.

The exchange part of this trend can be derived. Slater exchange is \(-C\int\rho_\sigma^{4/3}\) for each spin, with \(C>0\), so its kernel is \(-\tfrac49C\rho_\sigma^{-2/3}\). Emptying the orbital lowers the same-spin density wherever \(n_i\ne0\), and the kernel there becomes more negative. Exchange alone goes from −0.112 to −0.92 hartree, and correlation offsets about 0.38 hartree of this in the empty orbital.

At half filling the formula is still good: \(\tfrac18\times0.5480=0.0685\) hartree, against 0.0676 from the energies. The weight \(G\) vanishes at \(s=0\), where \(K\) is least typical. An expansion about the empty CH orbital would use 0.1440 hartree, a poor stand-in for the mean.

**Q.** In an ordinary molecule each \(f_i\) is 0 or 1. Then \(\Pi_i=0\), and you have corrected nothing.

**A.** The energy is unchanged, but its slope is not. Differentiate with the other electrons fixed:

\[
\frac{\partial\Pi_i}{\partial f}=E(1)-E(0)-E'(f)\;\simeq\;\left(\tfrac12-f\right)K_{ii}.
\]

The last form treats \(K_{ii}\) as constant. A full level moves down by \(K_{ii}/2\) and an empty one moves up by the same expression with its own \(K_{ii}\). Other orbitals at integer occupation add nothing, since their \(\Pi_j\) vanish for any density of the rest.

For the \(\pi\) level the formula gives \(-0.4136/2=-0.2068\) hartree, while the energies and slope give −0.2040 hartree. For \(\pi^*\) the numbers are \(0.3669/2\simeq0.183\) and 0.186 hartree. For the CH orbital they are −0.294 and −0.279 hartree, an error of 5% relative to the latter.

The zero energy has another consequence. At integer occupations KI gives the same total energy for every choice of orbitals within the filled space, so it cannot select them. A further criterion is needed, such as the localisation used here.

**Q.** Those shifts use frozen orbitals. When an electron leaves, the others relax.

**A.** So the curvature has to be screened. Add a rigid charge density \(q\,n_i\) that the electrons feel through \(E_{\rm Hxc}\), and let them find their minimum:

\[
\mathcal E(q)=\min\left\{T_s+\int v_{\rm ext}\rho+E_{\rm Hxc}[\rho+q\,n_i]\right\}.
\]

Here \(T_s\) is the Kohn–Sham kinetic energy, \(v_{\rm ext}\) is the external potential, and the electron number is fixed. The energy is stationary with respect to the orbitals, so their change does not enter the first derivative:

\[
\mathcal E'(q)=\int v_{\rm Hxc}[\rho_q+q\,n_i]\,n_i .
\]

In the second derivative the density response \(\rho'=d\rho_q/dq\) does enter:

\[
\mathcal E''(0)=\langle n_i|F|n_i+\rho'\rangle .
\]

From here on \(F\) is a matrix in spin as well, because both spins respond. Let \(\chi_0\) be the response of the Kohn–Sham electrons to a change of their total potential. That change is \(F(n_i+\rho')\), hence

\[
\rho'=\chi_0F(n_i+\rho')\;\Rightarrow\;(1-\chi_0F)(n_i+\rho')=n_i ,
\]
\[
W_{ii}\equiv\mathcal E''(0)=\langle n_i|F(1-\chi_0F)^{-1}|n_i\rangle .
\]

**Q.** A rigid foreign charge is not a change of occupation.

**A.** For a nondegenerate Kohn–Sham orbital at an integer reference, the two give the same curvature. If \(f_i\) changes, the density changes by \(n_i\) plus the response of the orbitals:

\[
\frac{d\rho}{df_i}=n_i+\chi_0F\frac{d\rho}{df_i} .
\]

This is the equation just solved. First-order perturbation theory then gives \(d\varepsilon_i/df_i=\langle n_i|F|d\rho/df_i\rangle=W_{ii}\). For a localised orbital, which has no Kohn–Sham level of its own, the rigid charge supplies the definition.

The screened functional adds \(\alpha_i\Pi_i\) with \(\alpha_i=W_{ii}/K_{ii}\). At second order, with \(K_{ii}\) taken as constant, this is \(\tfrac12f_i(1-f_i)W_{ii}\). Using one number \(\alpha_i\) for all fillings is an approximation: it assumes that the relaxed curvature stays \(\alpha_i\) times the frozen curvature \(K_{ii}(s)\) at every filling. The second-order form with a fixed \(W_{ii}\) makes a different assumption, that the relaxed energy is quadratic.

**Q.** Must screening reduce the curvature?

**A.** At a minimum it cannot increase it. The relaxed energy \(\mathcal E(q)\) lies at or below the energy with the density frozen. The two curves touch at \(q=0\) with equal slope, so the relaxed one has no larger curvature, and \(W_{ii}\le K_{ii}\). Solving the linear-response equation in the space of occupied–empty orbital pairs gives \(W_{\pi\pi}=0.3135\) hartree and \(\alpha_\pi=0.3135/0.4136=0.758\). For \(\pi^*\) it gives 0.2865 hartree and \(0.2865/0.3669=0.781\).

**Q.** Now bring in DFT+U, and define it before you identify anything.

**A.** In its simplified rotationally invariant form the added energy is

\[
E_U=\sum_I\frac{U_I}{2}\,{\rm Tr}\,[\,n^I(1-n^I)\,],\qquad
n^I_{mm'}=\langle\phi_m|\gamma|\phi_{m'}\rangle .
\]

Here \(\gamma\) is the one-particle density matrix of one spin, the \(\phi_m\) are the projectors of site \(I\), and \(I\) also counts spin. Let each variational orbital be the sole projector of its own site. Each occupation matrix is then the number \(\langle\varphi_i|\gamma|\varphi_i\rangle\). If \(\gamma=\sum_if_i|\varphi_i\rangle\langle\varphi_i|\), as the density \(\sum_if_in_i\) presupposes, this number is \(f_i\), and

\[
E_U=\sum_i\frac{U_i}{2}f_i(1-f_i).
\]

The screened KI correction has this form, term by term, with

\[
\boxed{\;U_i\leftrightarrow W_{ii}=\alpha_iK_{ii}\;}
\]

The levels correspond too. A change of \(\gamma\) alters the energy by \(U_i(\tfrac12-f_i)\,df_i\), so the potential is

\[
V_U=\sum_iU_i\left(\tfrac12-f_i\right)|\varphi_i\rangle\langle\varphi_i| .
\]

It lowers a full orbital by \(U_i/2\) and raises an empty one by \(U_i/2\), as KI does.

**Q.** A Hubbard site usually holds a whole shell. May I put several variational orbitals on one site?

**A.** You may if they share one \(U\) and the occupation matrix is diagonal. Otherwise the energy can change. Take two full CH orbitals and remove one electron from \((\varphi_1+\varphi_2)/\sqrt2\):

\[
n=\begin{pmatrix}1&0\\0&1\end{pmatrix}-\frac12\begin{pmatrix}1&1\\1&1\end{pmatrix}
=\frac12\begin{pmatrix}1&-1\\-1&1\end{pmatrix}.
\]

This matrix satisfies \(n^2=n\), so a joint site has \({\rm Tr}[n(1-n)]=0\). Two separate sites see the diagonal alone and give \(\tfrac12\cdot\tfrac12+\tfrac12\cdot\tfrac12=\tfrac12\). Here \(\gamma\) is not diagonal in \(\varphi_1,\varphi_2\), so the condition for the correspondence has been broken.

**Q.** Is \(W_{ii}\) at least the \(U\) that I would get from linear response?

**A.** Not in general. Linear-response \(U\) is \(\chi_0^{-1}-\chi^{-1}\), where \(\chi_0\) and \(\chi\) are now the bare and the self-consistent response of a site occupation to a shift of the site potential. Consider a model in which the interaction is \(K\) times the square of that one occupation, divided by two. Then \(\chi=\chi_0+\chi_0K\chi\), which gives \(\chi^{-1}=\chi_0^{-1}-K\) and therefore \(U=K\). In the same model \(W=K/(1-\chi_0K)\), which is smaller when \(\chi_0<0\) and \(K>0\). The subtraction has removed the site's screening of itself, while \(W\) keeps it. A negative \(\chi_0\) needs a projector that overlaps both the filled and the empty space. If the projector is a variational orbital at integer occupation, the shift has no matrix element between filled and empty orbitals, so \(\chi_0=\chi=0\) and the recipe gives no \(U\) at all. The correspondence says which number must stand in the place of \(U\), not that every recipe for \(U\) yields it.

**Q.** If energy and levels agree, are the two Hamiltonians the same once \(U_i\) is set?

**A.** As long as the orbitals coincide with the projectors, the two act alike on full orbitals, at second order. On empty ones they do not, because the KI self-element changes when the orbital changes its shape. To see this, write the unscreened correction in terms of \(\rho_i=f_in_i\), with \(f_i=\int\rho_i\):

\[
\Pi_i^{(2)}=\frac12\left(\frac1{f_i}-1\right)\langle\rho_i|F|\rho_i\rangle .
\]

Vary \(\rho_i\) with \(F\) fixed. The prefactor changes by \(-\delta f_i/(2f_i^2)\), and the quadratic form changes by \(2\langle\delta\rho_i|F|\rho_i\rangle\). Since \(\rho_i/f_i=n_i\),

\[
v_i(\mathbf r)=-\tfrac12K_{ii}+(1-f_i)\int F(\mathbf r,\mathbf r')\,n_i(\mathbf r')\,d\mathbf r' .
\]

The dependence of \(F\) on the density would add a term proportional to \(f_i(1-f_i)\), which vanishes at both integer limits.

For \(f_i=1\) the potential is the constant \(-K_{ii}/2\), as in DFT+U with \(U_i=K_{ii}\). For \(f_i\to0\) its expectation value is \(-\tfrac12K_{ii}+K_{ii}=+\tfrac12K_{ii}\), again as in DFT+U. But it varies in space, so it also couples \(\varphi_i\) to other orbitals. For \(\pi^*\) the largest such matrix element with a higher empty orbital is 0.078 hartree in magnitude (0.081 in def2-TZVP). The fixed-projector potential \(V_U\) gives zero, because the two orbitals are orthogonal.

Full orbitals differ too once they move away from the projectors. Turn a full \(\varphi_i\) by an angle \(t\) towards an empty orbital. The KI correction stays zero, because its variational orbital turns along and remains full. The fixed projector now has the occupation \(\cos^2t\), and its DFT+U energy is \(\tfrac12U_i\sin^2t\cos^2t\). With \(U_i>0\), DFT+U resists such a change, while KI adds no resistance.

**Q.** How strongly does the self-element depend on the shape?

**A.** The highest Kohn–Sham \(\sigma\) orbital has \(K=0.346\) hartree, and the localised CH orbital has 0.588 hartree. Both belong to the same filled space. A single \(U\) for all \(\sigma\) orbitals would miss this difference, and a choice of variational orbitals is part of the method.

**Q.** Then test the correspondence where it should work: give me a gap.

**A.** Use \(\pi\) and \(\pi^*\) as projectors, with \(U_\pi=0.3135\) hartree (8.53 eV) and \(U_{\pi^*}=0.2865\) hartree (7.80 eV). The uncorrected levels are −0.2366 and −0.0230 hartree, a gap of 0.2136 hartree. One orbital is full and the other empty, so both shifts widen the gap:

\[
0.2136+\tfrac12(0.3135+0.2865)=0.5136\ \text{hartree}=13.98\ \text{eV}.
\]

Diagonalising the Kohn–Sham Hamiltonian with \(V_U\) added gives this value for the \(\pi\)–\(\pi^*\) separation. It is not the smallest gap of that Hamiltonian. With only these two projectors the \(\sigma\) and \(\sigma^*\) levels stay at −0.3049 and 0.0925 hartree, inside the shifted pair. Given their own shifts of \(\mp W_{ii}/2\), they move to −0.452 and 0.184 hartree, and \(\pi\) and \(\pi^*\) are again the frontier levels. For comparison, I computed the neutral molecule, the cation with the \(\pi\) electron removed and the anion with a \(\pi^*\) electron added, each self-consistently at the same geometry. With \(N\) the electron number of the neutral molecule,

\[
[E(N+1)-E(N)]-[E(N)-E(N-1)]=0.1195-(-0.3935)=0.5130\ \text{hartree},
\]

or 13.96 eV. The uncorrected gap is 5.81 eV. These values depend on the basis. In def2-TZVP, \(U_\pi\) and \(U_{\pi^*}\) are 0.292 and 0.256 hartree, and the corrected, total-energy and uncorrected gaps are 13.09, 13.05 and 5.64 eV.

**Q.** That is suspiciously close. Have you predicted the gap of the molecule?

**A.** No. Both numbers come from the same functional and basis, so their agreement says that the corrected levels reproduce this functional's own energy differences. It does not measure the functional's error. The corrected levels are −0.3933 and 0.1203 hartree, and they differ from the corresponding energy differences by 0.0002 and 0.0008 hartree. Both deviations are upward, so they partly cancel in the gap. Their smallness belongs to the second-order form in this example and basis and is not a general accuracy: in def2-TZVP the two deviations are 0.003 and 0.004 hartree. Scaling the exact unscreened shifts by \(\alpha_i\) gives \(-0.2366-0.7578\times0.2040=-0.3912\) and \(-0.0230+0.7809\times0.1857=0.1220\) hartree, which miss the energy differences by 0.0023 and 0.0025 hartree.

The anion calls for more caution. Its energy lies 0.1195 hartree above that of the neutral molecule, so in a complete basis the extra electron could lower the energy by leaving. The finite basis holds it in place, so 0.1195 hartree is not the complete-basis value of this energy difference. In def2-TZVP it is already down to 0.078 hartree.

**Q.** So what may I carry over from one method to the other?

**A.** The penalty on fractional occupation and the shifts of \(\pm U_i/2\), provided that the density matrix is diagonal in the variational orbitals and the curvature varies little with filling. The value of \(U_i\) then follows from the screened self-element of each orbital. Two things do not carry over. In KI an empty orbital couples to other orbitals through its space-dependent potential, which a fixed projector with a fixed \(U\) cannot supply. And a fixed projector with positive \(U\) penalises a full orbital that mixes with empty ones, whereas in KI the variational orbital changes with it.
